# Term energies of carbon 2p² from the one-centre Coulomb tensor: verification in Python

```python
"""
Result under test: for two electrons in a p shell with one radial function R,
    E(3P) = F0 - 5 F2/25,  E(1D) = F0 + F2/25,  E(1S) = F0 + 10 F2/25
(plus a common constant), so E(1D)-E(3P) = 6 F2/25 and
[E(1S)-E(1D)] / [E(1D)-E(3P)] = 3/2.
F0, F2 : Slater integrals of the carbon 2p radial function (hartree)
(ab|cd): one-centre Coulomb tensor, a and b on electron 1, c and d on electron 2
Orbitals: restricted open-shell Hartree-Fock for 3P carbon, s and p functions only.
Atomic units are used inside; eV only for printed main results.
"""
import numpy as np
from scipy.constants import physical_constants
from pyscf import gto, scf

HARTREE_EV = physical_constants["Hartree energy in eV"][0]

# ---------- carbon atom: uncontracted s and p primitives of cc-pVTZ ----------
library = gto.basis.load("cc-pvtz", "C")
basis = []
for l in (0, 1):
    exponents = {row[0] for shell in library if shell[0] == l
                 for row in shell[1:]}
    basis += [[l, [e, 1.0]] for e in sorted(exponents, reverse=True)]
mol = gto.M(atom="C 0 0 0", basis={"C": basis}, spin=2, verbose=0)
mf = scf.ROHF(mol)
mf.conv_tol = 1e-12
mf.conv_tol_grad = 1e-7
mf.max_cycle = 100
e_rohf = mf.kernel()
assert mf.converged

h_ao = mf.get_hcore()
overlap = mf.get_ovlp()
eri = mol.intor("int2e")
closed = mf.mo_coeff[:, mf.mo_occ == 2]
opened = mf.mo_coeff[:, mf.mo_occ == 1]
assert closed.shape[1] == 2 and opened.shape[1] == 2

# ---------- common radial function of the two open-shell orbitals ----------
p_shells = [i for i in range(mol.nbas) if mol.bas_angular(i) == 1]
start = np.array([mol.ao_loc_nr()[i] for i in p_shells])
alpha = np.array([mol.bas_exp(i)[0] for i in p_shells])
d_open = opened @ opened.T
radial_density = sum(d_open[np.ix_(start + m, start + m)] for m in range(3))
values, vectors = np.linalg.eigh(radial_density)
assert np.max(np.abs(values[:-1])) < 1e-5      # one shared radial function
c_radial = vectors[:, -1] * np.sqrt(values[-1] / 2)
c_radial *= np.sign(c_radial.sum())
p_orb = np.zeros((mol.nao_nr(), 3))
for m in range(3):
    p_orb[start + m, m] = c_radial
norm_p = p_orb[:, 0] @ overlap @ p_orb[:, 0]
assert abs(norm_p - 1) < 1e-6
p_orb /= np.sqrt(norm_p)
c_radial = c_radial / np.sqrt(norm_p)

# ---------- Slater integrals by radial quadrature ----------
primitive_norm = np.array([gto.gto_norm(1, a) for a in alpha])
nodes, weights = np.polynomial.legendre.leggauss(240)
nodes, weights = (nodes + 1) / 2, weights / 2


def shell_density(r):
    """r^2 R(r)^2"""
    r = np.asarray(r)
    radial = r * (np.exp(-r[..., None]**2 * alpha)
                  @ (c_radial * primitive_norm))
    return r**2 * radial**2


def slater_integral(k, r_max):
    r = r_max * nodes
    inner = shell_density(r[:, None] * nodes[None, :]) @ (weights * nodes**k)
    return 2 * r_max * np.sum(weights * shell_density(r) * inner)


R_FAR, R_SPHERE = 20.0, 1.5
norm_quad = R_FAR * np.sum(weights * shell_density(R_FAR * nodes))
norm_sphere = R_SPHERE * np.sum(weights * shell_density(R_SPHERE * nodes))
assert abs(norm_quad - 1) < 1e-8
F0, F2 = slater_integral(0, R_FAR), slater_integral(2, R_FAR)
F2_sphere = slater_integral(2, R_SPHERE)

# ---------- all 81 tensor entries: Gaussian integrals against formula ----------
tensor = np.einsum("pqrs,pa,qb,rc,sd->abcd", eri, p_orb, p_orb, p_orb, p_orb,
                   optimize=True)
one = np.eye(3)
tensor_formula = ((F0 - 2 * F2 / 25) * np.einsum("ab,cd->abcd", one, one)
                  + 3 * F2 / 25 * (np.einsum("ac,bd->abcd", one, one)
                                   + np.einsum("ad,bc->abcd", one, one)))
tensor_error = np.max(np.abs(tensor - tensor_formula))
assert tensor_error < 1e-7


# ---------- diagonalization over all determinants of an active space ----------
def solve_terms(active, core, n_electrons):
    """First three columns of active are px, py, pz; any further one is s.
    Returns the lowest level of each (L, 2S), determinant positions, and
    the one-body matrix in the field of the core."""
    d_core = 2 * core @ core.T
    field = (np.einsum("pqrs,rs->pq", eri, d_core)
             - 0.5 * np.einsum("prqs,rs->pq", eri, d_core))
    e_core = np.sum(d_core * (h_ao + field / 2))
    h1 = active.T @ (h_ao + field) @ active
    g = np.einsum("pqrs,pa,qb,rc,sd->abcd", eri, active, active, active,
                  active, optimize=True)
    n = active.shape[1]
    lower = np.array([[0.0, 1.0], [0.0, 0.0]])
    annihilate = []
    for j in range(2 * n):
        op = np.eye(1)
        for i in range(2 * n):
            factor = (np.diag([1.0, -1.0]) if i < j
                      else lower if i == j else np.eye(2))
            op = np.kron(op, factor)
        annihilate.append(op)
    sector = [i for i in range(4**n) if bin(i).count("1") == n_electrons]
    pick = np.ix_(sector, sector)

    def hop(i, j):
        return (annihilate[i].T @ annihilate[j])[pick]

    E = [[hop(2*a, 2*b) + hop(2*a + 1, 2*b + 1) for b in range(n)]
         for a in range(n)]
    H = e_core * np.eye(len(sector))
    for a in range(n):
        for b in range(n):
            H = H + h1[a, b] * E[a][b]
            for c in range(n):
                for d in range(n):
                    pair = E[a][b] @ E[c][d]
                    if b == c:
                        pair = pair - E[a][d]
                    H = H + 0.5 * g[a, b, c, d] * pair
    L2 = np.zeros(H.shape, dtype=complex)
    for a, b in ((0, 1), (1, 2), (2, 0)):
        component = -1j * (E[a][b] - E[b][a])
        L2 = L2 + component @ component
    raising = sum(hop(2*a, 2*a + 1) for a in range(n))
    Sz = 0.5 * sum(hop(2*a, 2*a) - hop(2*a + 1, 2*a + 1) for a in range(n))
    S2 = raising.T @ raising + Sz @ Sz + Sz
    energies, states = np.linalg.eigh((H + H.T) / 2)
    terms, first = {}, 0
    while first < len(energies):
        last = first
        while last < len(energies) and energies[last] - energies[first] < 1e-6:
            last += 1
        block = states[:, first:last]
        l2 = np.trace(block.T @ L2 @ block).real / (last - first)
        s2 = np.trace(block.T @ S2 @ block) / (last - first)
        L = round((np.sqrt(1 + 4 * abs(l2)) - 1) / 2)
        twice_S = round(np.sqrt(1 + 4 * abs(s2)) - 1)
        S = twice_S / 2
        assert np.max(np.abs(L2 @ block - L * (L + 1) * block)) < 1e-4
        assert np.max(np.abs(S2 @ block - S * (S + 1) * block)) < 1e-4
        terms.setdefault((L, twice_S),
                         (energies[first:last].mean(), last - first, block))
        first = last
    return terms, {s: i for i, s in enumerate(sector)}, h1, e_core


names = {"3P": (1, 2), "1D": (2, 0), "1S": (0, 0)}
terms, position, h_p, e_core = solve_terms(p_orb, closed, 2)
assert len(terms) == 3
assert [terms[names[t]][1] for t in names] == [9, 5, 1]
e_p = np.trace(h_p) / 3
assert np.max(np.abs(h_p - e_p * np.eye(3))) < 1e-7   # closed shells: no splitting
common = e_core + 2 * e_p
E_term = {t: terms[names[t]][0] for t in names}
coefficient = {"3P": -5, "1D": 1, "1S": 10}
for t in names:
    assert abs(E_term[t] - common - F0 - coefficient[t] * F2 / 25) < 1e-7
assert abs(E_term["3P"] - e_rohf) < 1e-7
lower_gap = E_term["1D"] - E_term["3P"]
upper_gap = E_term["1S"] - E_term["1D"]
ratio = upper_gap / lower_gap
assert abs(lower_gap - 6 * F2 / 25) < 1e-7
assert abs(ratio - 1.5) < 1e-5

# ---------- term content of single determinants of real orbitals ----------
determinants = {"px up, py up": 0b101000, "px up, py down": 0b100100,
                "px up, px down": 0b110000}
expected = {"px up, py up": (1, 0, 0), "px up, py down": (1/2, 1/2, 0),
            "px up, px down": (0, 2/3, 1/3)}
content = {}
for label, bits in determinants.items():
    content[label] = [np.sum(terms[names[t]][2][position[bits]]**2)
                      for t in names]
    assert np.allclose(content[label], expected[label], atol=1e-6)

# ---------- limit of the model: four electrons among 2s and 2p ----------
mixed, _, _, _ = solve_terms(np.column_stack([p_orb, closed[:, 1]]),
                             closed[:, :1], 4)
E_mixed = {t: mixed[names[t]][0] for t in names}
assert [mixed[names[t]][1] for t in names] == [9, 5, 1]
lowering = {t: E_term[t] - E_mixed[t] for t in names}
gap_mixed = E_mixed["1D"] - E_mixed["3P"]
ratio_mixed = (E_mixed["1S"] - E_mixed["1D"]) / gap_mixed
assert min(lowering.values()) > 0
assert lowering["1S"] > max(lowering["3P"], lowering["1D"])
assert ratio_mixed < 1.45
assert 0 < F2_sphere < F2

# ---------- numbers for the text ----------
print(f"s primitives, p primitives: {len(basis) - len(alpha)}, {len(alpha)}")
print(f"hartree in eV: {HARTREE_EV:.6f}")
print(f"ROHF total energy of 3P carbon: {e_rohf:.6f} hartree")
print(f"F0 from quadrature: {F0:.6f} hartree")
print(f"F2 from quadrature: {F2:.6f} hartree")
print(f"(xx|xx) from Gaussian integrals: {tensor[0,0,0,0]:.6f} hartree")
print(f"(xx|yy) from Gaussian integrals: {tensor[0,0,1,1]:.6f} hartree")
print(f"(xy|xy) from Gaussian integrals: {tensor[0,1,0,1]:.6f} hartree")
print(f"largest tensor deviation, 81 entries: {tensor_error:.1e} hartree")
print(f"closed-shell energy: {e_core:.6f} hartree")
print(f"one-body energy per 2p electron: {e_p:.6f} hartree")
print(f"common constant: {common:.6f} hartree")
for t in names:
    print(f"{t}: states {terms[names[t]][1]}, repulsion "
          f"{E_term[t] - common:.6f} hartree, total {E_term[t]:.6f} hartree")
print(f"1D - 3P: {lower_gap:.6f} hartree = {lower_gap*HARTREE_EV:.4f} eV")
print(f"1S - 1D: {upper_gap:.6f} hartree = {upper_gap*HARTREE_EV:.4f} eV")
print(f"6 F2/25 from quadrature: {6*F2/25:.6f} hartree")
print(f"interval ratio, one configuration: {ratio:.6f}")
for label, w in content.items():
    print(f"weights of 3P, 1D, 1S in ({label}): "
          f"{w[0]:.4f}, {w[1]:.4f}, {w[2]:.4f}")
print(f"sphere radius: {R_SPHERE:.1f} bohr")
print(f"2p norm inside sphere: {norm_sphere:.4f}")
print(f"F2 inside sphere: {F2_sphere:.6f} hartree")
print(f"fraction of F2 inside sphere: {F2_sphere/F2:.4f}")
print(f"6 F2/25 with sphere F2: {6*F2_sphere/25*HARTREE_EV:.4f} eV")
for t in names:
    print(f"lowering of {t} by 2s-2p mixing: {lowering[t]:.6f} hartree")
print(f"1D - 3P with mixing: {gap_mixed*HARTREE_EV:.4f} eV")
print(f"1S - 1D with mixing: {ratio_mixed*gap_mixed*HARTREE_EV:.4f} eV")
print(f"interval ratio with mixing: {ratio_mixed:.4f}")
print("finished without a failed check")
```

It prints:

```
s primitives, p primitives: 10, 5
hartree in eV: 27.211386
ROHF total energy of 3P carbon: -37.686662 hartree
F0 from quadrature: 0.539006 hartree
F2 from quadrature: 0.243641 hartree
(xx|xx) from Gaussian integrals: 0.577989 hartree
(xx|yy) from Gaussian integrals: 0.519515 hartree
(xy|xy) from Gaussian integrals: 0.029237 hartree
largest tensor deviation, 81 entries: 1.0e-15 hartree
closed-shell energy: -36.331220 hartree
one-body energy per 2p electron: -0.922860 hartree
common constant: -38.176940 hartree
3P: states 9, repulsion 0.490278 hartree, total -37.686662 hartree
1D: states 5, repulsion 0.548752 hartree, total -37.628188 hartree
1S: states 1, repulsion 0.636462 hartree, total -37.540478 hartree
1D - 3P: 0.058474 hartree = 1.5912 eV
1S - 1D: 0.087711 hartree = 2.3867 eV
6 F2/25 from quadrature: 0.058474 hartree
interval ratio, one configuration: 1.500000
weights of 3P, 1D, 1S in (px up, py up): 1.0000, 0.0000, 0.0000
weights of 3P, 1D, 1S in (px up, py down): 0.5000, 0.5000, 0.0000
weights of 3P, 1D, 1S in (px up, px down): 0.0000, 0.6667, 0.3333
sphere radius: 1.5 bohr
2p norm inside sphere: 0.4783
F2 inside sphere: 0.110950 hartree
fraction of F2 inside sphere: 0.4554
6 F2/25 with sphere F2: 0.7246 eV
lowering of 3P by 2s-2p mixing: 0.017215 hartree
lowering of 1D by 2s-2p mixing: 0.017215 hartree
lowering of 1S by 2s-2p mixing: 0.064819 hartree
1D - 3P with mixing: 1.5912 eV
1S - 1D with mixing: 1.0913 eV
interval ratio with mixing: 0.6859
finished without a failed check
```
